# Darken's interdiffusion coefficient for unequal but constant partial molar volumes

Consider a single-phase substitutional alloy of A and B at fixed temperature and pressure, with composition varying along \(x\). Let \(c_i\) be the number of moles of species \(i\) per unit volume and \(x_i\) its mole fraction. The partial molar volume \(V_i\) is the change in volume per mole of \(i\) added, with the amount of the other species held fixed. The volume is proportional to the size of the system at given composition, so Euler's theorem for homogeneous functions gives \(V=n_AV_A+n_BV_B\) for amounts \(n_A\) and \(n_B\). Division by \(V\) yields

\[
c_AV_A+c_BV_B=1 .
\]

The products \(\phi_A=c_AV_A\) and \(\phi_B=c_BV_B\) are the volume fractions. The volume of the vacancies is neglected, which is justified as long as their site fraction is small. \(V_A\) and \(V_B\) are taken as positive and independent of composition, but they may differ from each other.

Atoms move by exchange with vacancies, and inert markers embedded in the crystal show where the lattice goes. The intrinsic fluxes \(J_A\) and \(J_B\) are measured relative to the local markers, positive towards increasing \(x\), and define the intrinsic diffusion coefficients by

\[
J_A=-D_A\frac{\partial c_A}{\partial x},\qquad
J_B=-D_B\frac{\partial c_B}{\partial x}.
\]

\(D_A\) and \(D_B\) may depend on composition. The choice of gradient matters: when \(V_A\ne V_B\), a coefficient defined with a mole-fraction gradient generally has a different value, although the two agree in the limit of a trace of the species concerned.

The two gradients are not independent. Differentiating the volume condition at constant \(V_A\) and \(V_B\) gives

\[
V_A\frac{\partial c_A}{\partial x}+V_B\frac{\partial c_B}{\partial x}=0,
\qquad
\frac{\partial c_B}{\partial x}=-\frac{V_A}{V_B}\frac{\partial c_A}{\partial x}.
\]

The volume frame is the frame in which no net volume is carried by diffusion. If its fluxes are \(J_i^V\), its definition is

\[
V_AJ_A^V+V_BJ_B^V=0 .
\]

Let the lattice move with velocity \(v\) as seen from this frame. In a short time \(dt\), a plane at rest in the volume frame is crossed by \(J_i\,dt\) moles per unit area through diffusion relative to the lattice. The moving lattice also carries a slab of thickness \(v\,dt\) across the plane, and this slab contains \(c_iv\,dt\) moles per unit area. Hence

\[
J_i^V=J_i+c_iv .
\]

Multiply this relation by \(V_i\) and add the two species. The velocity is then multiplied by \(c_AV_A+c_BV_B=1\), so that

\[
0=V_AJ_A+V_BJ_B+v,\qquad v=-(V_AJ_A+V_BJ_B).
\]

The lattice moves against the net volume flux carried by the atoms relative to it. Inserting the intrinsic fluxes and then the relation between the gradients,

\[
v=V_AD_A\frac{\partial c_A}{\partial x}+V_BD_B\frac{\partial c_B}{\partial x}
=V_A(D_A-D_B)\frac{\partial c_A}{\partial x}.
\]

This is the Kirkendall velocity. If A is the faster species and is richer on the left, then \(D_A-D_B>0\) and \(\partial c_A/\partial x<0\), so \(v<0\): the markers move towards the A-rich side, which loses more volume than it receives.

The flux of A in the volume frame follows by substitution:

\[
\begin{aligned}
J_A^V&=-D_A\frac{\partial c_A}{\partial x}
+c_AV_A(D_A-D_B)\frac{\partial c_A}{\partial x}\\
&=-\left[(1-c_AV_A)D_A+c_AV_AD_B\right]\frac{\partial c_A}{\partial x}.
\end{aligned}
\]

Since \(1-c_AV_A=c_BV_B\), this is Fick's law with the interdiffusion coefficient

\[
D=c_BV_B\,D_A+c_AV_A\,D_B .
\]

For B, the velocity is first written with the gradient of B. From \(V_A\partial c_A/\partial x=-V_B\partial c_B/\partial x\) it is \(v=-V_B(D_A-D_B)\,\partial c_B/\partial x\), and therefore

\[
\begin{aligned}
J_B^V&=-D_B\frac{\partial c_B}{\partial x}
-c_BV_B(D_A-D_B)\frac{\partial c_B}{\partial x}\\
&=-\left[(1-c_BV_B)D_B+c_BV_BD_A\right]\frac{\partial c_B}{\partial x}
=-D\frac{\partial c_B}{\partial x}.
\end{aligned}
\]

One coefficient thus describes both species. The volume fluxes cancel, but the molar fluxes do not when the volumes differ, because \(J_B^V=-(V_A/V_B)J_A^V\).

The weights are crossed: \(D_A\) is multiplied by the volume fraction of B. For a trace of A in B, \(\phi_A\to0\) and \(D\to D_A\), since the mixing rate is then set by the motion of the solute. For a trace of B in A, \(D\to D_B\). In between, \(D\) lies between the local values of \(D_A\) and \(D_B\), because the weights are positive and add to one. If \(D_A=D_B\), then \(D\) equals their common value and \(v=0\), even for unequal volumes. The molar fluxes relative to the lattice are then still unequal, but the volumes they carry cancel.

When \(V_A=V_B\), volume fractions equal mole fractions and \(D=x_BD_A+x_AD_B\). For unequal volumes, let \(V_m=x_AV_A+x_BV_B\) be the volume per mole of alloy, so that \(c_i=x_i/V_m\) and \(\phi_A=x_AV_A/V_m\). Because \(V_A-V_m=x_B(V_A-V_B)\), the use of mole-fraction weights with the same \(D_A\) and \(D_B\) would change the result by

\[
\begin{aligned}
(x_BD_A+x_AD_B)-D&=(\phi_A-x_A)(D_A-D_B)\\
&=x_Ax_B\frac{V_A-V_B}{V_m}(D_A-D_B).
\end{aligned}
\]

The discrepancy needs both unequal volumes and unequal intrinsic coefficients. It is positive when the faster species is also the larger one.

So far the result concerns a local frame. To use it for a specimen on a bench, let \(N_i\) be the fluxes in the laboratory. Conservation of each species reads \(\partial c_i/\partial t=-\partial N_i/\partial x\). Multiplying by the constant \(V_i\) and adding gives

\[
\frac{\partial}{\partial x}(V_AN_A+V_BN_B)
=-\frac{\partial}{\partial t}(c_AV_A+c_BV_B)=0 .
\]

The total volume flux \(u=V_AN_A+V_BN_B\) is therefore the same at every \(x\). At an end that is closed and held at rest, both fluxes vanish, so \(u=0\) there and hence throughout the specimen. The laboratory is then the volume frame, \(N_i=J_i^V\), and

\[
\frac{\partial c_A}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial c_A}{\partial x}\right).
\]

This step treats the problem as one-dimensional: all swelling and shrinkage takes place along \(x\), without pores. It also needs dislocations or other sources and sinks that create and remove lattice sites fast enough to keep the vacancies near equilibrium. Without them the lattice could not move as the formula for \(v\) requires.

It is useful to see where constant partial volumes enter. If \(V_A\) and \(V_B\) depend on composition, differentiation of \(c_AV_A+c_BV_B=1\) produces the additional terms \(c_A\,dV_A+c_B\,dV_B\). These add to zero by the Gibbs–Duhem relation for volume, which follows from comparing \(dV=V_A\,dn_A+V_B\,dn_B\) with the differential of \(V=n_AV_A+n_BV_B\). The relation between the gradients, and with it the local formula for \(D\), survives. The volume flux in the laboratory, however, now obeys

\[
\frac{\partial u}{\partial x}
=N_A\frac{\partial V_A}{\partial x}+N_B\frac{\partial V_B}{\partial x},
\]

because the terms \(V_i\,\partial N_i/\partial x=-V_i\,\partial c_i/\partial t\) add to zero. Put \(N_i=J_i^V+c_iu\). The terms in \(u\) cancel by Gibbs–Duhem, and \(J_B^V=-(V_A/V_B)J_A^V\) together with \(\partial V_B/\partial x=-(c_A/c_B)\,\partial V_A/\partial x\) leaves

\[
\frac{\partial u}{\partial x}
=J_A^V\frac{\partial V_A}{\partial x}\left(1+\frac{c_AV_A}{c_BV_B}\right)
=\frac{J_A^V}{c_BV_B}\frac{\partial V_A}{\partial x}.
\]

Where this differs from zero, the volume frame moves at different speeds at different places, and the simple diffusion equation in laboratory coordinates no longer holds.

Mole-fraction weights do have a proper place, which appears when the intrinsic coefficients are traced back to tracer coefficients \(D_i^*\). In Darken's approximation each species is driven by the gradient of its own chemical potential \(\mu_i\), without cross terms:

\[
J_i=-\frac{D_i^*}{RT}c_i\frac{\partial\mu_i}{\partial x}.
\]

With activity coefficient \(\gamma_A\), \(\mu_A=\mu_A^0+RT\ln(\gamma_Ax_A)\), and so

\[
d\mu_A=RT\,\Phi\,\frac{dx_A}{x_A},\qquad
\Phi=1+\frac{d\ln\gamma_A}{d\ln x_A}.
\]

The Gibbs–Duhem relation \(x_Ad\mu_A+x_Bd\mu_B=0\) gives \(d\mu_B=-RT\,\Phi\,dx_A/x_B=RT\,\Phi\,dx_B/x_B\), so the same thermodynamic factor \(\Phi\) serves both species. Since \(c_A/x_A=1/V_m\),

\[
J_A=-\frac{D_A^*\Phi}{V_m}\frac{\partial x_A}{\partial x}.
\]

To return to the concentration gradient, differentiate \(c_A=x_A/V_m\) with \(dV_m/dx_A=V_A-V_B\):

\[
\frac{dc_A}{dx_A}=\frac{V_m-x_A(V_A-V_B)}{V_m^2}=\frac{V_B}{V_m^2}.
\]

The last equality holds because \(V_m-x_AV_A=x_BV_B\) and \(x_A+x_B=1\). Comparison with the definition of \(D_A\), and the same calculation with A and B exchanged, give

\[
D_A=D_A^*\Phi\frac{V_m}{V_B},\qquad
D_B=D_B^*\Phi\frac{V_m}{V_A}.
\]

In the interdiffusion coefficient the partial volumes then cancel, and \(c_iV_m=x_i\) leaves

\[
D=V_m\Phi(c_BD_A^*+c_AD_B^*)
=\Phi(x_BD_A^*+x_AD_B^*).
\]

Tracer coefficients thus take mole-fraction weights, while intrinsic coefficients defined with concentration gradients take volume-fraction weights. Within Darken's approximation the two forms are the same statement. The omitted cross terms, the vacancy wind, are not negligible when the tracer coefficients differ much. Manning's random-alloy model multiplies \(D\) by \(1+2x_Ax_B(D_A^*-D_B^*)^2/[M_0(x_AD_A^*+x_BD_B^*)(x_BD_A^*+x_AD_B^*)]\), with \(M_0\approx7.15\) for an fcc lattice, which is about 1.09 for \(D_A^*/D_B^*=4\) at \(x_A=1/3\). The volume-fraction form with intrinsic coefficients does not rest on Darken's approximation.

A model diffusion couple puts numbers to these results. Let \(V_A=12\) and \(V_B=6\ \mathrm{cm^3/mol}\), with constant \(D_A=4\times10^{-14}\) and \(D_B=1\times10^{-14}\ \mathrm{m^2/s}\). The volume fraction of A is initially 0.9 for \(x<0\) and 0.1 for \(x>0\), and the anneal lasts 100 h. The couple was computed by dividing it into material cells bounded by lattice markers. Atoms crossed the markers by the intrinsic fluxes alone, the width of each cell followed from the volume of its contents, and positions were found by adding widths from the fixed left end. Neither the formula for \(D\) nor that for \(v\) was used to evolve the cells.

The interdiffusion coefficient can be extracted from the resulting profile. Multiplying the laboratory diffusion equation by \(V_A\) gives the same equation for \(\phi_A\). The sharp initial step in a long couple contains no length, so the profile depends on \(\lambda=x/\sqrt t\) alone. Then \(\partial\phi_A/\partial t=-(\lambda/2t)\,d\phi_A/d\lambda\), and the diffusion equation becomes

\[
-\frac{\lambda}{2}\frac{d\phi_A}{d\lambda}
=\frac{d}{d\lambda}\left(D\frac{d\phi_A}{d\lambda}\right).
\]

Integrating from the far left, where the gradient vanishes and \(\phi_A=0.9\), and returning to \(x\) gives the Boltzmann–Matano formula

\[
D(\phi)=-\frac{1}{2t}\left(\frac{\partial\phi_A}{\partial x}\right)^{-1}_{\phi}
\int_{0.9}^{\phi}x\,d\phi_A .
\]

At \(\phi_A=0.3\), 0.5 and 0.7 the profile yields \(D=3.10\), 2.50 and 1.90 in units of \(10^{-14}\ \mathrm{m^2/s}\), equal to the derived formula to the digits shown. At the middle composition, for instance, \(D=0.5\times4+0.5\times1=2.5\). Mole-fraction weights with the same intrinsic coefficients would give 3.47, 3.00 and 2.385, too high by about 12, 20 and 26 per cent relative to the derived values. The middle value follows from \(x_A=1/3\): \(\tfrac23\times4+\tfrac13\times1=3\).

The fluxes at the plane where \(\phi_A=0.5\) show how the frames differ. The concentrations there are \(c_A=0.04167\) and \(c_B=0.08333\ \mathrm{mol/cm^3}\), and the gradients are \(-1.972\) and \(3.944\ \mathrm{mol/cm^4}\). One \(\mathrm{mol/cm^4}\) is \(10^8\ \mathrm{mol/m^4}\), so the intrinsic fluxes are

\[
\begin{aligned}
J_A&=(4\times10^{-14})(1.972\times10^8)=7.89\times10^{-6},\\
J_B&=-(1\times10^{-14})(3.944\times10^8)=-3.94\times10^{-6},
\end{aligned}
\]

both in \(\mathrm{mol/(m^2\,s)}\). With the partial volumes in \(\mathrm{m^3/mol}\), the lattice velocity is

\[
\begin{aligned}
v&=-\left[(12\times10^{-6})(7.89\times10^{-6})-(6\times10^{-6})(3.94\times10^{-6})\right]\\
&=-7.10\times10^{-11}\ \mathrm{m/s}.
\end{aligned}
\]

The moving lattice contributes \(c_Av=-2.96\times10^{-6}\) and \(c_Bv=-5.92\times10^{-6}\ \mathrm{mol/(m^2\,s)}\). Adding these to the intrinsic fluxes gives \(J_A^V=4.93\times10^{-6}\) and \(J_B^V=-9.86\times10^{-6}\ \mathrm{mol/(m^2\,s)}\). Two moles of B pass to the left for each mole of A passing to the right, as equal and opposite volumes require. The net molar flux points to the right relative to the lattice and to the left in the laboratory.

These fluxes were tested by continuing the calculation to 105 h and counting the moles per unit area to the left of this fixed laboratory plane at 95 h and 105 h. A flux to the right lowers this amount, so the flux is minus the change divided by the elapsed time. This gives \(4.932\times10^{-6}\) for A and \(-9.863\times10^{-6}\ \mathrm{mol/(m^2\,s)}\) for B. Both agree with the formula, evaluated at 100 h, to about 0.02 per cent.

The marker placed at the initial contact has a simple law of motion. It starts at \(x=0\), and neither its position nor the composition step supplies a length, so its displacement has the form \(x_K=k\sqrt t\) with constant \(k\). Its velocity is \(dx_K/dt=k/(2\sqrt t)=x_K/(2t)\), whence

\[
x_K=2vt,
\]

with \(v\) taken at the marker at time \(t\). Here \(v=-0.07397\ \mathrm{nm/s}\), and \(t=3.6\times10^5\ \mathrm s\) gives \(x_K=-53.3\ \mathrm{\mu m}\), the same as the displacement found in the cell calculation. The marker has moved into the A-rich side and sits at \(\phi_A=0.59\). In this couple the condition \(v=x/2t\) is met at one place only. When \(D_A\) and \(D_B\) vary strongly with composition it can be met at several places, not all of them stable, and the markers may then divide among more than one plane.

A second calculation tests the tracer form. The couple, the partial volumes and the anneal are unchanged, but the fluxes are now driven by chemical potentials, with constant tracer coefficients \(D_A^*=4\times10^{-14}\) and \(D_B^*=1\times10^{-14}\ \mathrm{m^2/s}\). The alloy is a regular solution with \(\ln\gamma_A=\omega x_B^2\) and \(\omega=-1\). Since \(dx_B=-dx_A\), the thermodynamic factor is \(\Phi=1-2\omega x_Ax_B\). At \(\phi_A=0.5\) it equals \(1+2\times\tfrac13\times\tfrac23=1.444\), and \(V_m=1/(c_A+c_B)=8\ \mathrm{cm^3/mol}\). In units of \(10^{-14}\ \mathrm{m^2/s}\),

\[
\begin{aligned}
D_A&=4\times1.444\times\tfrac86=7.70,\\
D_B&=1\times1.444\times\tfrac8{12}=0.963.
\end{aligned}
\]

Their volume-fraction average is 4.33, as is the tracer expression \(1.444\times3\). The profile yields 4.334. The other two compositions, listed in the numerical output, agree equally well although \(D_A\) and \(D_B\) now vary along the couple.

Diffusion coefficients near \(10^{-14}\ \mathrm{m^2/s}\) are typical of self-diffusion in fcc metals such as copper or silver at roughly 0.8 of the absolute melting temperature, a usual range for a laboratory anneal. The volume ratio of two is larger than one would expect for metals with wide mutual solubility. A difference of 15 per cent in atomic radius corresponds to a volume ratio of about 1.5. With that ratio, A still the larger species, and \(D_A\), \(D_B\) and \(\phi_A=0.5\) held fixed, \(x_A=0.4\), and mole-fraction weights would give \(2.8\times10^{-14}\ \mathrm{m^2/s}\), an excess of 12 per cent instead of 20. Real intrinsic coefficients also vary with composition; the local formula allows for this, but the profile and marker displacement would change. Real couples can also form pores where vacancies accumulate, that is, on the side that loses atoms across the markers. In the model couple this is also the side that loses volume, but with unequal volumes the two can differ: since \(J_A+J_B=-(D_A-D_BV_A/V_B)\,\partial c_A/\partial x\), an A-rich side with \(D_B<D_A<(V_A/V_B)D_B\) loses volume while gaining atoms. With the left end fixed, the marker displacement measures the shortening of the material to its left. If pores retained a tenth of that lost volume while the atomic fluxes stayed the same, the displacement would fall by a tenth, from about 53 to \(48\ \mathrm{\mu m}\), and the volume condition used throughout would need an additional term for the pores.

## Table of computed values

```
V_A, V_B = 12.0, 6.0 cm^3/mol
D_A, D_B = 4.00, 1.00 1e-14 m^2/s
A volume fraction left, right = 0.9, 0.1
annealing time = 100 h
-- run 1: constant intrinsic coefficients; D in 1e-14 m^2/s --
A volume fraction 0.3: x_A = 0.1765
  D formula = 3.100
  D extracted from profile = 3.100
  D with mole-fraction weights = 3.471
A volume fraction 0.5: x_A = 0.3333
  D formula = 2.500
  D extracted from profile = 2.500
  D with mole-fraction weights = 3.000
A volume fraction 0.7: x_A = 0.5385
  D formula = 1.900
  D extracted from profile = 1.900
  D with mole-fraction weights = 2.385
-- plane where the A volume fraction is 0.5 --
position = -14.80 micrometre
c_A, c_B = 0.04167, 0.08333 mol/cm^3
dc_A/dx = -1.9722 mol/cm^4
dc_B/dx = 3.9443 mol/cm^4
lattice-frame J_A = 7.8886e-06 mol/(m^2 s)
lattice-frame J_B = -3.9443e-06 mol/(m^2 s)
lattice velocity v = -0.07100 nm/s
volume-frame J_A, formula = 4.9304e-06 mol/(m^2 s)
volume-frame J_A, counted = 4.9316e-06 mol/(m^2 s)
volume-frame J_B, formula = -9.8608e-06 mol/(m^2 s)
volume-frame J_B, counted = -9.8632e-06 mol/(m^2 s)
-- Kirkendall plane --
A volume fraction there = 0.5935
lattice velocity there = -0.07397 nm/s
marker displacement, simulated = -53.26 micrometre
marker displacement, 2 v t = -53.26 micrometre
-- run 2: tracer coefficients 4 and 1, regular solution --
regular-solution parameter / RT = -1.0
A volume fraction 0.3: factor Phi = 1.2907
  intrinsic D_A, D_B = 6.074, 0.759 1e-14 m^2/s
  D tracer form, extracted = 4.479, 4.480 1e-14 m^2/s
A volume fraction 0.5: factor Phi = 1.4444
  intrinsic D_A, D_B = 7.704, 0.963 1e-14 m^2/s
  D tracer form, extracted = 4.333, 4.334 1e-14 m^2/s
A volume fraction 0.7: factor Phi = 1.4970
  intrinsic D_A, D_B = 9.213, 1.152 1e-14 m^2/s
  D tracer form, extracted = 3.570, 3.570 1e-14 m^2/s
```
